# Well thickness and roughness-limited mobility: the sixth-power law

## Problem

Electrons occupy the lowest subband of a quantum well of thickness \(L\). One interface is rough, so the thickness varies from place to place. For hard walls and a flat well bottom, the mobility limited by this roughness, calculated to lowest order and without screening, obeys

\[
\mu\propto L^6 ,
\]

provided that the masses, the sheet density and the statistics of the roughness stay the same.

(a) Show that thinning the well from 4 nm to 3 nm reduces the roughness-limited mobility by a factor of about 5.6.

(b) Derive the sixth-power law, and find what multiplies \(L^6\).

(c) Evaluate the mobility at both thicknesses for a model well. The in-plane mass is \(m=0.2\,m_e\) and the mass across the well is \(m_z=0.9\,m_e\), where \(m_e\) is the electron mass. There are two equivalent valleys and two spin states. The sheet density is \(n=2\times10^{12}\ \text{cm}^{-2}\), the rms roughness height is \(D=0.3\) nm, its correlation length is \(C=2\) nm, and the temperature is low.

(d) How does the factor change if the walls are 3 eV high?

## Solution

### (a) The ratio

The constant of proportionality is the same for both wells and cancels:

\[
\frac{\mu(4\ \text{nm})}{\mu(3\ \text{nm})}
=\left(\frac{4}{3}\right)^6=\frac{4096}{729}\approx5.62 .
\]

The mobility is divided by about 5.6. The thinner well keeps \(1/5.62\), or 17.8%, of the original value and loses 82.2%.

The power must be used in full. For a small change, \(\mu\propto L^6\) gives \(\Delta\mu/\mu\approx6\,\Delta L/L\). Here \(\Delta L/L=-25\%\), and the linear estimate would be a change of \(-150\%\), which would make the mobility negative. A 25% change in thickness is too large for that approximation.

### (b) Where the sixth power comes from

**The subband energy.** Let \(z\) run across the well. Between hard walls the lowest state is a half wave, so its wave number is \(\pi/L\) and

\[
E_1=\frac{\hbar^2}{2m_z}\left(\frac{\pi}{L}\right)^2 ,
\qquad
\frac{dE_1}{dL}=-\frac{2E_1}{L}=-\frac{\pi^2\hbar^2}{m_zL^3}.
\]

The minus sign says that a locally thicker region has a lower energy.

**The scattering potential.** Let \(d(\mathbf r)\) be the local change in thickness at the in-plane position \(\mathbf r\), with zero mean. Start with a wall of finite height \(U\), described by \(U\Theta(z-L)\), where \(\Theta\) is the unit step, and use the same mass on both sides. Moving the wall to \(L+d(\mathbf r)\) changes the potential, to first order in \(d\), by

\[
U\Theta(z-L-d)-U\Theta(z-L)\approx-U\,\delta(z-L)\,d(\mathbf r).
\]

Averaging over the normalized subband function \(\varphi(z)\) leaves an in-plane potential

\[
V(\mathbf r)=-U|\varphi(L)|^2\,d(\mathbf r).
\]

The factor in front is a derivative already known. When \(L\) changes uniformly, the first-order energy change is the average of the change in potential, so \(dE_1/dL=-U|\varphi(L)|^2\). Therefore

\[
V(\mathbf r)=\frac{dE_1}{dL}\,d(\mathbf r).
\]

This holds for every \(U\), and hence also in the hard-wall limit taken after the expansion in \(d\). At this order the argument does not require \(d(\mathbf r)\) to vary slowly along the interface. Transitions to other subbands are left out.

**The matrix element.** In-plane states are plane waves \(e^{i\mathbf k\cdot\mathbf r}/\sqrt A\) in a large area \(A\). For scattering from \(\mathbf k\) to \(\mathbf k'=\mathbf k+\mathbf q\),

\[
M=\frac{dE_1}{dL}\,\frac1A\int d(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^2r .
\]

The exact profile is unknown, so the roughness is described by the mean product of heights at two points,

\[
\langle d(\mathbf r)\,d(\mathbf r')\rangle=D^2e^{-|\mathbf r-\mathbf r'|^2/C^2}.
\]

The square of \(M\) contains a double integral. The correlation depends only on the separation, so one integration gives \(A\) and cancels one factor \(1/A\):

\[
\langle|M|^2\rangle=\left(\frac{dE_1}{dL}\right)^2\frac{S(q)}A,
\qquad
S(q)=D^2\int e^{-r^2/C^2}e^{-i\mathbf q\cdot\mathbf r}\,d^2r .
\]

Each Cartesian direction contributes \(\sqrt\pi\,C\,e^{-q_i^2C^2/4}\), with \(q_i\) the component of \(\mathbf q\) along it. Thus

\[
S(q)=\pi D^2C^2e^{-q^2C^2/4}.
\]

The thickness \(L\) does not appear in \(S\).

**The scattering rate.** Current is lost more effectively by large deflections than by small ones. A deflection by \(\theta\) removes the fraction \(1-\cos\theta\) of the forward momentum. With this weight, the golden rule gives

\[
\frac1\tau=\frac{2\pi}{\hbar}\sum_{\mathbf k'}
\langle|M|^2\rangle(1-\cos\theta)\,\delta(\varepsilon'-\varepsilon),
\]

where \(\varepsilon=\hbar^2k^2/2m\). The roughness does not flip spins, and scattering between valleys is neglected, so the sum covers one spin and one valley.

The sum becomes \(A/(2\pi)^2\int k'\,dk'\,d\theta\). Since \(k'dk'=(m/\hbar^2)\,d\varepsilon'\), the delta function leaves

\[
\frac1\tau=\frac{m}{2\pi\hbar^3}\left(\frac{dE_1}{dL}\right)^2
\int_0^{2\pi}(1-\cos\theta)\,S(q)\,d\theta .
\]

The collision is elastic, so \(k'=k\) and \(q^2=2k^2(1-\cos\theta)\). Define \(a=k^2C^2/2\). Then \(q^2C^2/4=a(1-\cos\theta)\), and the angular integral is

\[
\pi D^2C^2e^{-a}\int_0^{2\pi}(1-\cos\theta)\,e^{a\cos\theta}\,d\theta
=2\pi^2D^2C^2\,G(a),
\]

\[
G(a)=e^{-a}\,[I_0(a)-I_1(a)].
\]

Here \(I_0\) and \(I_1\) are modified Bessel functions. They are the averages of \(e^{a\cos\theta}\) and \(\cos\theta\,e^{a\cos\theta}\) over a full circle. Collecting factors,

\[
\frac1\tau=\frac{\pi mD^2C^2}{\hbar^3}
\left(\frac{dE_1}{dL}\right)^2G(a).
\]

**The mobility.** Let \(e\) be the magnitude of the electron charge. At low temperature \(\tau\) is taken at the Fermi wave vector \(k_F\). Inserting \((dE_1/dL)^2=\pi^4\hbar^4/(m_z^2L^6)\) into \(\mu=e\tau/m\) gives

\[
\boxed{\;
\mu=\frac{e\,m_z^2\,L^6}{\pi^5\hbar\,m^2D^2C^2\,G(a)}
\;}
\]

The sixth power has two sources. The energy slope varies as \(L^{-3}\), and the scattering rate contains its square. From 4 nm to 3 nm the slope grows by \((4/3)^3=2.37\), and \(2.37^2\approx5.62\).

**Two limits of the angular factor.** For \(k_FC\ll1\), \(G\to1\): the electron wavelength is much longer than the roughness correlation length, and all scattering angles have nearly equal matrix elements. For \(k_FC\gg1\), small angles dominate. Using \(1-\cos\theta\approx\theta^2/2\),

\[
G(a)\approx\frac1{2\pi}\int_{-\infty}^{\infty}
\frac{\theta^2}{2}\,e^{-a\theta^2/2}\,d\theta
=\frac{1}{2\sqrt{2\pi}\,a^{3/2}} .
\]

Then \(1/G\propto k_F^3C^3\), and \(\mu\propto k_F^3C/D^2\) at fixed thickness. The dependence on density and correlation length differs between these limits, but the factor \(L^6\) is the same in both.

**Higher temperature.** If several energies contribute, \(\tau\) must be averaged over them. With a single parabolic subband and equal density, both wells have the same energy distribution measured from the subband edge. Thinning divides \(\tau\) by the same number at every energy, so it divides the average by that number too. This argument ends when a second subband is populated.

### (c) The model well

**Fermi wave vector and energy.** Each spin and valley contributes \(k_F^2/4\pi\) to the density. With four such copies, \(n=k_F^2/\pi\). In the units used here \(n=0.02\ \text{nm}^{-2}\), so

\[
k_F=\sqrt{\pi\times0.02}\ \text{nm}^{-1}=0.2507\ \text{nm}^{-1},
\]

\[
a=\frac{(0.2507)^2\times2^2}{2}=0.1257,\qquad G(a)=0.830 .
\]

For the 4 nm well, the subband formula gives \(E_1=26.11\) meV. The Fermi energy above the subband edge follows from the ratio of the two kinetic energies:

\[
E_F=E_1\,\frac{m_z}{m}\left(\frac{k_FL}{\pi}\right)^2
=26.11\times4.5\times\left(\frac{0.2507\times4}{\pi}\right)^2\text{meV}
=11.97\ \text{meV}.
\]

The second subband has twice the wave number and four times the energy, so it lies \(3E_1=78.3\) meV above the first. In the 3 nm well \(E_1=46.42\) meV and the distance is 139.3 meV. Both distances exceed \(E_F\), so one subband is occupied in each well.

**Energy slopes.** From \(|dE_1/dL|=2E_1/L\),

\[
L=4\ \text{nm}:\quad \frac{2\times26.11}{4}=13.06\ \text{meV/nm},
\]

\[
L=3\ \text{nm}:\quad \frac{2\times46.42}{3}=30.95\ \text{meV/nm}.
\]

Multiplication by \(D=0.3\) nm gives rms fluctuations of the subband edge of 3.92 meV and 9.28 meV.

**Scattering times.** It is convenient to calculate \(\hbar/\tau\), which is an energy. Since \(\hbar^2/2m=E_F/k_F^2=190.5\ \text{meV nm}^2\), the rate formula becomes

\[
\frac{\hbar}{\tau}
=\frac{\pi D^2C^2\,(dE_1/dL)^2\,G}{2\,(\hbar^2/2m)} .
\]

For 4 nm this is

\[
\frac{\hbar}{\tau}
=\frac{\pi\times0.09\times4\times(13.06)^2\times0.830}{2\times190.5}\ \text{meV}
=0.42\ \text{meV},
\]

which corresponds to \(\tau=1.57\) ps. For 3 nm, the larger slope gives \(\hbar/\tau=2.36\) meV and \(\tau=0.279\) ps.

**Mobilities.** Inserting these times into \(\mu=e\tau/m\) yields

\[
\mu(4\ \text{nm})\approx1.4\times10^4\ \text{cm}^2/(\text{V s}),
\]

\[
\mu(3\ \text{nm})\approx2.5\times10^3\ \text{cm}^2/(\text{V s}).
\]

Their ratio before rounding is 5.62, as in part (a). The individual values depend strongly on the chosen roughness: doubling \(D\) would divide both by four. The ratio would stay the same within this lowest-order theory.

**Is lowest order reasonable here?** Three comparisons help.

- The mean free path is \(\ell=\hbar k_F\tau/m\), so \(k_F\ell=2E_F\tau/\hbar\). This equals 57 for the thicker well and 10 for the thinner one. Both exceed one, so an electron travels many times \(1/k_F\) before losing its direction.
- A bump of width \(C\) has the kinetic energy scale \(\hbar^2/(2mC^2)=190.5/4\approx48\) meV. The rms potential of 9.28 meV at 3 nm is about one fifth of this, so a typical bump disturbs the wave only moderately.
- The potential also has terms of second order in \(d\). If the thickness varied slowly, their size relative to the linear term would be \(\tfrac32|d|/L\), or 11% at 4 nm and 15% at 3 nm for \(|d|=D\). Here the roughness varies over a distance shorter than \(L\). A hard wall corrugated with wave number \(q\) disturbs the wave within a distance of about \(1/\kappa_q\) from the wall, where \(\kappa_q^2\approx(m_z/m)q^2-(\pi/L)^2\), and the relative size becomes about \(\kappa_q|d|\). For the typical value \(q=2/C=1\ \text{nm}^{-1}\) and \(|d|=D\), this is about 0.6 in both wells.

The last comparison is the least favorable. It gives a scale for the neglected terms and not a correction to the mobility, but it shows that lowest order is only a rough approximation for roughness this high and this short in range. The mobilities above are lowest-order values for the bare roughness potential, not predictions for a real well, and the factor 5.6 is a result of the same theory.

### (d) Walls of finite height

Let both walls have height \(U=3\) eV, with mass \(m_z\) inside and outside. The lowest state is a cosine of wave number \(k_z\) in the well and decays as \(e^{-\kappa x}\) at a distance \(x\) into the barrier. Matching the function and its slope gives

\[
k_z\tan\frac{k_zL}{2}=\kappa,
\qquad
k_z^2+\kappa^2=k_0^2=\frac{2m_zU}{\hbar^2}.
\]

It follows that \(\cos(k_zL/2)=k_z/k_0\) and \(\sin(k_zL/2)=\kappa/k_0\). Differentiating the cosine relation,

\[
-\frac{\kappa}{k_0}\,\frac{L\,dk_z+k_z\,dL}{2}=\frac{dk_z}{k_0}
\quad\Longrightarrow\quad
\frac{dk_z}{dL}=-\frac{k_z}{L+2/\kappa}.
\]

Since \(E_1=\hbar^2k_z^2/2m_z\),

\[
\frac{dE_1}{dL}=\frac{2E_1}{k_z}\frac{dk_z}{dL}
=-\frac{2E_1}{L+2/\kappa}.
\]

Solving the matching condition with a numerical root finder gives \(1/\kappa\approx0.12\) nm for both wells. The squared ratio of the resulting slopes is

\[
\frac{\mu(4\ \text{nm})}{\mu(3\ \text{nm})}=5.02 .
\]

This is about 11% below the hard-wall factor. The reason can be seen for a high barrier, where \(k_z\ll k_0\). The cosine relation then becomes \(k_zL\approx\pi-2k_z/\kappa\), or

\[
k_z\approx\frac{\pi}{L+2/\kappa}.
\]

The wave behaves as if the well were thicker by \(2/\kappa\approx0.24\) nm. The slope varies as the inverse cube of this effective thickness, and

\[
\left(\frac{4.24}{3.24}\right)^6\approx5.02 .
\]

The same added length makes the relative change in thickness smaller. As \(U\to\infty\), \(1/\kappa\to0\) and the factor returns to 5.62.

### When the factor may be used

**Other scattering.** The factor applies to the roughness-limited mobility. Suppose another mechanism, independent of \(L\), alone would give a mobility \(\mu_o\). At low temperature the rates add at the Fermi energy, so \(1/\mu_{\rm tot}=1/\mu+1/\mu_o\). If \(\mu_o\) equals the roughness-limited value at 4 nm, the total mobility falls by \((1+5.62)/(1+1)=3.31\), not by 5.62.

**Two rough interfaces.** If the second interface is equally rough but statistically independent, it doubles the rate in both wells, and the ratio is unchanged. If both interfaces of a symmetric well shift together, the thickness does not vary and the first-order potential derived here cancels.

**Confinement by a field.** The derivation assumes a flat well bottom. A strong field across the well can hold the electrons against one interface. The wave function near the far wall then becomes small, and so does the dependence of \(E_1\) on the position of that wall. The sixth-power law no longer applies. Even the field of the charges at the density of part (c) matters. In a self-consistent electrostatic estimate with relative permittivity 11.9, without screening of the roughness, two symmetric gates change the factor from 5.62 to about 4.9. With a single gate on one side, it becomes about 3 if the interface nearer the gate is rough, and about 9 if the far one is.

**Screening.** The calculation uses the bare roughness potential. Screening by the electrons weakens this potential and can change the mobility greatly. For the model well, a static Thomas–Fermi estimate with relative permittivity 11.9 everywhere raises both mobilities in part (c) about tenfold. Screening also depends on the electron distribution across the well, and therefore on \(L\). In the same estimate the factor falls from 5.62 to about 5.1.
